# End stress under alternating current in a blocked semi-infinite metal line, part 2

A uniform metal line, blocked to atoms at $x=0$, carries the current density $j(t)=j_0\cos\omega t$, with $\theta=\omega t$. The stress $\sigma$ is positive in tension, and $j>0$ drives atoms towards $+x$. Subscripts $x$ and $t$ denote derivatives. With $G(t)=G_0\cos\omega t$ the stress gradient equivalent to the electron wind, the atom flux towards $+x$ is

$$
J=\frac{1}{\Omega}\,\frac{D}{kT}
\left(\Omega\frac{\partial\sigma}{\partial x}+eZ\rho j\right)
=\frac{D}{kT}\left(\frac{\partial\sigma}{\partial x}+G\right). \tag{5}
$$

For constant diffusivity, $\sigma_t=\kappa\sigma_{xx}$, with $\sigma_x=-G$ at a blocked end. In a semi-infinite line the periodic end stress is

$$
\sigma(0,t)=A\cos\!\left(\omega t-\frac{\pi}{4}\right),\qquad
A=G_0\sqrt{\frac{\kappa}{\omega}}, \tag{1}
$$

up to a constant residual stress, where

$$
G_0=\frac{eZ\rho j_0}{\Omega},\qquad \kappa=\frac{DB\Omega}{kT}. \tag{2}
$$

Here $e$ is the elementary charge, $Z$ the magnitude of the effective charge number, $\rho$ the resistivity, $\Omega$ the atomic volume, $D$ the atomic diffusivity, $B$ the effective modulus, $k$ the Boltzmann constant and $T$ the temperature. The penetration depth is $\delta=\sqrt{2\kappa/\omega}$, and $q=(1+i)/\delta$, so $q^2=i\omega/\kappa$. With zero residual stress, the stress content $M(t)=\int_0^\infty\sigma\,dx$ obeys

$$
\frac{dM}{dt}=\kappa G_0\cos\omega t,
\qquad M(t)=\frac{G_0\kappa}{\omega}\sin\omega t. \tag{11}
$$

The copper example has $T=573$ K, activation energy $0.90$ eV, diffusivity prefactor $3.0\times10^{-5}$ cm²/s, $B=10$ GPa, $\Omega=0.0118$ nm³, $Z=1.0$, $\rho=4.0$ microohm cm, peak current density $2.0$ MA/cm² and period $10$ h. The line is $100$ nm wide, $200$ nm high and $100$ µm long. These values give $\kappa=5.43\times10^{-4}$ µm²/s, $G_0=10.86$ MPa/µm, $\delta=2.5$ µm and $A=19.2$ MPa. When a sine drive starts from zero stress, the first peak is higher, at $1.342A=25.7$ MPa.

### Proposition 2: a line blocked at both ends

*For length $L$, the periodic amplitude at an end is $A R$, where, with $\ell=L/\delta$,*

$$
R=\left|\tanh\frac{qL}2\right|
=\sqrt{\frac{\cosh\ell-\cos\ell}{\cosh\ell+\cos\ell}}. \tag{19}
$$

*Proof.* The complex stress amplitude must obey $S''=q^2S$ and $S'=-G_0$ at both ends. These conditions are met by

$$
S(x)=\frac{G_0}{q}\,
\frac{\sinh[q(L/2-x)]}{\cosh(qL/2)}.
$$

Differentiation turns the sinh into $-q\cosh$, which gives $-G_0$ at $x=0$ and at $x=L$. At $x=0$, $|S|=|G_0/q|\,|\tanh(qL/2)|=AR$. Now $qL/2=a(1+i)$ with $a=\ell/2$, and

$$
|\sinh(a+ia)|^2=\sinh^2a+\sin^2a=\tfrac12(\cosh2a-\cos2a),
$$

$$
|\cosh(a+ia)|^2=\sinh^2a+\cos^2a=\tfrac12(\cosh2a+\cos2a).
$$

Their ratio gives (19). $\square$

For $\ell\gg1$ the hyperbolic cosine dominates and $R\to1$. For $\ell\ll1$, the numerator in (19) tends to $\ell^2$ and the denominator to $2$. Hence $R\to\ell/\sqrt2$, and since $A=G_0\delta/\sqrt2$,

$$
AR\to\frac{G_0L}{2}. \tag{20}
$$

At low frequency the stress gradient has time to balance the wind along the whole line, and the amplitude stops depending on frequency. The two limiting laws meet at $\omega=4\kappa/L^2$. For the $100$ µm line this is a period of about $335$ days, so finite length is negligible at $10$ h. The corresponding plateau, $543$ MPa, is a formal value: so large a stress would call the assumptions of no void and no plastic flow into question.

Between these limits the approach is not monotonic. Equation (19) exceeds one when $\cos\ell<0$. A line $4.0$ µm long has $\ell\approx1.60$, just above $\pi/2$, and its amplitude is $19.40$ MPa, slightly above the semi-infinite value of $19.16$ MPa. A separate time integration with both ends blocked, $80$ cells and six periods, also gave $19.40$ MPa. The excess can be larger: (19) has its maximum, $R\approx1.14$, near $\ell=2.4$, which is a length of about $5.9$ µm in the example.

### Proposition 3: rectification by stress-dependent diffusivity

Suppose tension raises the diffusivity by the factor $e^{b\sigma}$, with $b=\Omega/(kT)$. *To leading order in $bA$, the mean end stress relative to the far line is*

$$
\langle\sigma(0)\rangle=-\frac{\Omega A^2}{4kT}. \tag{21}
$$

*Proof.* In a periodic state the mean of $\partial\sigma/\partial t$ is zero, so the mean flux does not vary with $x$. It vanishes at the blocked end and hence everywhere:

$$
\left\langle e^{b\sigma}(\sigma_x+G)\right\rangle=0.
$$

Write $\sigma=\sigma_1+b\sigma_2$, where $\sigma_1$ is the linear periodic solution. The terms of first order in $b$ give

$$
\langle\sigma_{2,x}\rangle
=-\langle\sigma_1\sigma_{1,x}\rangle-\langle\sigma_1G\rangle.
$$

Integrate from the end to the far line, where $\sigma_1=0$ and the mean stress is the reference zero. The first product integrates as

$$
\int_0^\infty\langle\sigma_1\sigma_{1,x}\rangle dx
=-\frac12\langle\sigma_1(0)^2\rangle=-\frac{A^2}{4}.
$$

The second gives $\langle G\int_0^\infty\sigma_1dx\rangle$. This vanishes because $G$ varies as $\cos\omega t$, while the stress content from Part I varies as $\sin\omega t$. The left side integrates to $-\langle\sigma_2(0)\rangle$, so $-\langle\sigma_2(0)\rangle=A^2/4$. Multiplication by $b$ gives (21). $\square$

The compression comes from the flow driven by the stress gradient. Atoms return to the end more easily while it is in tension than they leave it while it is in compression. The wind term adds nothing at this order, because its contribution integrates to zero over the line. The end is therefore left slightly compressed even though the current is symmetric. In the example $\Omega A/(kT)=0.029$, and (21) gives $-0.137$ MPa. A nonlinear time integration over $35$ periods, with zero stress held at $18$ µm, also gave $-0.137$ MPa.

The first-order source contains products of two quantities at frequency $\omega$. These have components at zero frequency and $2\omega$, but none at $\omega$. With zero residual stress, the correction to the fundamental amplitude therefore begins at order $(\Omega A/kT)^2$. A residual stress $\sigma_r$ acts at first order unless $D$ is taken at that stress: it multiplies $D$ by $e^{b\sigma_r}$ and the amplitude by $e^{b\sigma_r/2}$, a rise of about $8\%$ for $100$ MPa of tension at $573$ K. With this dependence included, doubling $j_0$ at the $10$ h period multiplied the computed fundamental by two to within $0.1\%$. Proportionality to current is thus an accurate approximation here, but it is not an identity once diffusivity depends on stress.

### Remark 4: Joule heating

Take a rough thermal resistance of $2.0$ K m/W between the line and its surroundings. If the temperature follows the dissipated power, its peak rise is

$$
\Delta T=(4.0\times10^{-8})(2.0\times10^{10})^2(2.0\times10^{-14})(2.0)\ \mathrm K
=0.64\ \mathrm K.
$$

The corresponding rise of $\ln D$, for activation energy $E_a$, is $m=E_a\Delta T/(kT^2)=0.020$. Heating varies as $\cos^2\omega t$. Keeping only the change of $D$, and neglecting the smaller changes of $1/T$ and $\rho$, to first order

$$
\frac{\kappa(t)}{\kappa}=1+m\cos^2\theta
=\left(1+\frac m2\right)\left(1+\frac m2\cos2\theta\right).
$$

Introduce the stretched phase $\varphi=\theta+(m/4)\sin2\theta$. Its derivative is the last factor above, so in $\varphi$ the stress diffuses with the constant coefficient $\kappa(1+m/2)$. This raises the amplitude by the fraction $m/4$. The drive in the new variable is

$$
\cos\theta=\cos\varphi+\frac m4\sin2\varphi\sin\varphi
=\left(1+\frac m8\right)\cos\varphi-\frac m8\cos3\varphi,
$$

which raises the fundamental by a further $m/8$. Returning from $\varphi$ to $\theta$ adds

$$
-\frac m4\sin2\theta\,\sin\left(\theta-\frac\pi4\right)
=-\frac m8\left[\cos\left(\theta+\frac\pi4\right)
-\cos\left(3\theta-\frac\pi4\right)\right].
$$

The part at the fundamental frequency is a quarter-period out of phase with $\cos(\theta-\pi/4)$, so it changes the phase at first order but not the amplitude. The remaining term is a third harmonic. The total fractional increase is

$$
\frac{\Delta A}{A}=\frac m4+\frac m8=\frac{3m}{8}. \tag{22}
$$

This is $0.76\%$; time integration of the same heated model at $10$ h gave $0.77\%$. The neglected terms affect the second digit: the $1/T$ factor lowers the value to about $0.72\%$, and a resistivity rise of $0.0017$ per kelvin at fixed $Z$ then raises it to about $0.81\%$.

Heating also produces thermal stress. With a linear expansion mismatch of $14$ ppm/K, the estimate $3\Delta\alpha B\Delta T$ gives $0.27$ MPa peak to peak at twice the drive frequency, which is an amplitude of about $0.7\%$ of $A$. It uses the same effective modulus for thermal confinement, and an expansion mismatch that applies when the line and its surroundings warm together. Joule heating warms the line more than its surroundings, which makes the difference in expansion larger, so the estimate should be read as an order of magnitude.

### Remark 5: voids and real interconnects

A spherical cavity of radius $r$ and surface energy $\gamma$ grows when the work $4\pi r^2\sigma\,dr$ exceeds the added surface energy $8\pi r\gamma\,dr$, that is, when $\sigma>2\gamma/r$. For $\gamma=1.5$ J/m² and a flaw of radius $10$ nm this is $300$ MPa. The first peak of $25.7$ MPa is well below this value, but the value belongs to one assumed flaw. Residual tension must be added, and a larger or weakly bonded flaw lowers the threshold; a radius of $50$ nm gives $60$ MPa. Critical products of current density and length reported for copper lines are of the order of a few thousand A/cm. With the parameters of the example, the steady end stress $eZ\rho jL/(2\Omega)$ of a line blocked at both ends is about $40$ MPa for $jL=1500$ A/cm and $110$ MPa for $4000$ A/cm, so the margin in a real line can be much smaller than $300$ MPa suggests.

The example describes an accelerated test, and its $10$ h reversal period is far slower than signal switching in a chip. A particularly uncertain input is the diffusivity, which depends on the interfaces and grain structure. Lowering the activation energy by $0.05$ eV at fixed prefactor raises $A$ by a factor of $1.66$, far more than the changes of amplitude found above for heating and stress-dependent diffusivity. Uncertainty in $B$ enters as its square root, so doubling $B$ raises $A$ by a factor of $1.41$. Real lines also break the assumption of uniform diffusivity: grain boundaries and changes of interface can create local flux differences that (1) does not contain, and their effect cannot be sized without a description of the microstructure.

Temperature also limits transfer of the result to use conditions. At $378$ K, with the other parameters unchanged, the formal penetration depth for a $10$ h period is $28$ nm, below the $100$ nm width. Making $\delta$ equal to the width would require a period longer by $(100/27.9)^2\approx13$, or about $130$ h; making it ten times the width would require another factor of $100$. For a sinusoidal current with no mean component, the inverse-square-root law describes the periodic stress at the blocked end of a line with uniform diffusivity when the line is long compared with $\delta$, $\delta$ is large compared with the width, height and grain size, the stress remains below void opening and plastic flow, and both $\Omega A/(kT)$ and the Joule heating are small. The last two conditions act differently. At $A=200$ MPa and $573$ K, (21) gives a mean end stress of about $-15$ MPa, while the fundamental amplitude falls by only about $1\%$. Tripling the current of the example raises the heating correction (22) from about $0.8\%$ to about $7\%$. This changes the prefactor and the proportionality to $j_0$ but not the exponent of frequency: while the temperature follows the dissipated power, $\kappa$ depends on time only through $\omega t$, and lengths still scale as $\sqrt{\kappa/\omega}$. The start-up peak must be considered separately.

## Computed results

```
Test temperature: 573 K
Activation energy: 0.90 eV
Diffusivity prefactor: 3.0e-05 cm2/s
Effective modulus B: 10.0 GPa
Atomic volume: 0.0118 nm3
Effective charge number Z: 1.0
Resistivity: 4.0 microohm cm
Peak current density: 2.0 MA/cm2
Period: 10.0 h
Frequency: 27.78 microHz
Angular frequency: 1.7453e-04 rad/s
Line width, height: 100, 200 nm
Line length: 100 micrometre
Thermal energy kT: 0.04938 eV
Atomic diffusivity D: 3.641e-13 cm2/s
Stress diffusivity kappa: 5.431e-04 micrometre2/s
Wind gradient G0: 10.862 MPa/micrometre
Length sqrt(kappa/omega): 1.764 micrometre
Penetration depth delta: 2.495 micrometre
End-stress amplitude A, formula: 19.16 MPa
Period 2.5 h: integrated 9.58, law 9.58 MPa
Period 10.0 h: integrated 19.16, law 19.16 MPa
Period 40.0 h: integrated 38.32, law 38.32 MPa
Fitted frequency exponent: -0.5000
Integrated phase, 10 h: -44.97 deg
Probe depth: 2.45 micrometre
Probe amplitude, integrated: 7.174 MPa
Probe amplitude, formula: 7.176 MPa
Stress content, integrated: 33.81 MPa micrometre
Stress content, formula: 33.80 MPa micrometre
Sine-start first peak / A: 1.3422
Sine-start first peak time: 3.66 h
Sine-start first peak stress: 25.72 MPa
Constant current, half period: 38.32 MPa
Short line length: 4.0 micrometre
Short line, integrated: 19.40 MPa
Short line, formula: 19.40 MPa
Period where A = G0 L/2, full line: 335 days
Low-frequency limit G0 L/2, full line: 543 MPa
Omega A/(kT): 0.0286
Amplitude ratio, doubled current: 1.9996
Mean end stress, integrated: -0.1367 MPa
Mean end stress, formula: -0.1369 MPa
Line thermal resistance: 2.0 K m/W
Peak Joule heating: 0.64 K
Peak rise of ln D by heating: 0.0204
Amplitude change by heating: 0.77 percent
Expansion mismatch: 14 ppm/K
Thermal stress, peak to peak: 0.269 MPa
Surface energy: 1.5 J/m2
Flaw radius: 10 nm
Void-opening stress at flaw: 300 MPa
Factor in A for 0.05 eV lower barrier: 1.66
Frequency where delta = width: 17.3 mHz
Formal delta at 1 kHz: 0.42 nm
Cube root of atomic volume: 0.228 nm
Use temperature: 378 K
Formal delta at use temperature, 10 h: 27.9 nm
```
